# Furry's Theorem and the Parity of the Vacuum Response

## 1. An energy that depends on how it is written

Fill all negative levels of a Dirac operator, add their energies and subtract the field-free sum. For a one-dimensional model with a well 400 keV deep, a certain momentum cutoff gives $-8.06\times10^6$ eV. A barrier of the same shape and height gives $+8.05\times10^6$ eV. With a larger cutoff both magnitudes grow. Yet a vacuum has no preference for the sign of charge, so its energy should not distinguish the two.

The fault lies in the operator ordering. Charge conjugation identifies the correct expression and shows that the vacuum density changes sign with the potential while the vacuum energy does not.

## 2. Setting and conventions

We use atomic units. The electron has charge $-1$, $V(\mathbf r)$ is its potential energy, and $\mathbf A(\mathbf r)$ is the vector potential in energy units. Both fields are real and static:

$$h[V,\mathbf A]=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V+\boldsymbol\alpha\cdot\mathbf A .$$

In the standard representation $\alpha_1,\alpha_3,\beta$ are real and $\alpha_2$ is imaginary. These four Hermitian matrices anticommute pairwise and square to one.

Infinite sums need a regulator. We take a periodic box and finitely many momenta, containing $-\mathbf k$ with every $\mathbf k$, and keep all four spinor components for each. Sines and cosines times unit spinors form the basis. In it the matrices of $V$ and $\mathbf A$ are real apart from their spinor factors, and that of $\mathbf p$ is imaginary. An identity valid at every such cutoff survives in any limit that exists.

We assume that no level lies at zero, and we fill the levels below zero. Electrons interact with the given field, not with each other or with quantized photons.

## 3. Conjugating one-particle levels

Let $U=i\beta\alpha_2$. It is real, and $U^2=-\beta\alpha_2\beta\alpha_2=\beta^2\alpha_2^2=1$. It is also Hermitian, since $U^\dagger=-i\alpha_2\beta=i\beta\alpha_2$. Hence $U=U^T=U^{-1}$.

Moving $\alpha_1$ or $\alpha_3$ through $\beta\alpha_2$ costs two minus signs, so these matrices commute with $U$. Moving $\alpha_2$ or $\beta$ costs one. Since $\alpha_2^*=-\alpha_2$,

$$U\boldsymbol\alpha^*U=\boldsymbol\alpha,\qquad U\beta^*U=-\beta .$$

With $\mathbf p^*=-\mathbf p$ this gives

$$Uh[V,\mathbf A]^*U=-c\boldsymbol\alpha\cdot\mathbf p-\beta c^2+V+\boldsymbol\alpha\cdot\mathbf A=-h[-V,-\mathbf A]. \tag{1}$$

If $h[V,\mathbf A]\varphi=\varepsilon\varphi$, then $U\varphi^*$ is an eigenfunction of $h[-V,-\mathbf A]$ with eigenvalue $-\varepsilon$. Its density is $\varphi^TU^2\varphi^*=|\varphi|^2$, the same as before.

## 4. Conjugating the quantized field

Let $a_i$ annihilate an electron in basis state $i$, and put $b_i=\sum_jU_{ij}a_j^\dagger$. Then

$$\{b_i,b_j^\dagger\}=\sum_{kl}U_{ik}U_{jl}\{a_k^\dagger,a_l\}=(UU^T)_{ij}=\delta_{ij},$$

and the $b_i$ anticommute among themselves. They annihilate the completely filled state $|F\rangle$. Define a linear operator $\mathcal C$ that sends the empty state to $|F\rangle$ and each $a_i^\dagger a_j^\dagger\cdots|\text{empty}\rangle$ to $b_i^\dagger b_j^\dagger\cdots|F\rangle$. Since both sets obey the same algebra, an orthonormal basis goes to an orthonormal basis of equal size. Thus $\mathcal C$ is unitary and $\mathcal C a_i\mathcal C^{-1}=b_i$.

For a Hermitian matrix $M$ define the commutator-ordered operator

$$Q(M)=\tfrac12\sum_{ij}M_{ij}[a_i^\dagger,a_j].$$

Because $U$ is real, $\mathcal C a_i^\dagger\mathcal C^{-1}=\sum_kU_{ik}a_k$. Therefore

$$\begin{aligned}
\mathcal CQ(M)\mathcal C^{-1}&=\tfrac12\sum_{ijkl}M_{ij}U_{ik}U_{jl}[a_k,a_l^\dagger]\\
&=-\tfrac12\sum_{kl}(UMU)_{kl}[a_l^\dagger,a_k]\\
&=-Q\big((UMU)^T\big)=-Q(UM^*U).
\end{aligned}\tag{2}$$

The last step uses $U^T=U$ and $M^T=M^*$.

The current at $\mathbf r$ is $j^\mu(\mathbf r)=\frac12[\psi^\dagger,\alpha^\mu\psi]$ with $\alpha^0=1$; $j^0$ is the electron number density and $c\,\mathbf j$ the number current. Its matrix $M$ is $\alpha^\mu$ times real functions of position, and $U\alpha^{\mu*}U=\alpha^\mu$. The Hamiltonian is $H[V,\mathbf A]=Q(h[V,\mathbf A])$. Equations (1) and (2) give

$$\mathcal Cj^\mu\mathcal C^{-1}=-j^\mu,\qquad
\mathcal CH[V,\mathbf A]\mathcal C^{-1}=H[-V,-\mathbf A]. \tag{3}$$

The ordering matters: $\sum M_{ij}a_i^\dagger a_j=Q(M)+\frac12\operatorname{Tr}M$, and the constant does not change sign under $\mathcal C$.

## 5. Furry's theorem

Without external fields, $\mathcal C$ commutes with $H_0$. The gap makes the vacuum $|0\rangle$ nondegenerate, so $\mathcal C|0\rangle=e^{i\theta}|0\rangle$. The Heisenberg currents $j^\mu(x)=e^{iH_0t}j^\mu(\mathbf r)e^{-iH_0t}$ also change sign under $\mathcal C$. Inserting $\mathcal C^{-1}\mathcal C$ between all factors, in whatever time order they stand,

$$\langle0|Tj^{\mu_1}(x_1)\cdots j^{\mu_n}(x_n)|0\rangle
=(-1)^n\langle0|Tj^{\mu_1}(x_1)\cdots j^{\mu_n}(x_n)|0\rangle .$$

For odd $n$ the correlation function vanishes. This is Furry's theorem. Its connected part vanishes too, because every product subtracted from an odd correlation function contains an odd factor.

### The same cancellation in a loop

Let $\gamma^0=\beta$, $\gamma^i=\beta\alpha_i$ and $S(k)=(\gamma\cdot k-c)^{-1}$, with four-momentum $k$ and mass term $c$. From section 3, $U\gamma^{\mu*}U=-\gamma^\mu$. Since $\gamma^{\mu\dagger}=\gamma^0\gamma^\mu\gamma^0$, we have $\gamma^{\mu T}=\gamma^{0*}\gamma^{\mu*}\gamma^{0*}$ and

$$U\gamma^{\mu T}U=-\gamma^0\gamma^\mu\gamma^0 .$$

For $B=\beta U$ it follows that $B\gamma^{\mu T}B^{-1}=-\gamma^\mu$, hence $BS(k)^TB^{-1}=S(-k)$. Transposing a trace does not change it, so

$$\begin{aligned}
&\operatorname{tr}[\gamma^{\mu_1}S(k_1)\cdots\gamma^{\mu_n}S(k_n)]\\
&\quad=(-1)^n\operatorname{tr}[S(-k_n)\gamma^{\mu_n}\cdots S(-k_1)\gamma^{\mu_1}].
\end{aligned}$$

The right side is the loop traversed in the opposite direction. Changing the sign of the loop integration momentum turns it into the integrand of the reversed diagram. For odd $n\ge3$ the two orientations cancel; for even $n\ge4$ they are equal. For $n=1$ reversal gives the same diagram, which must equal its own negative. Explicit matrix products with random momenta and vertices confirm the signs from one to five vertices.

The three-vertex integral behaves as $\int d^4k/k^3$ by power counting. Relabelling its momentum is safe after a regulator that respects charge conjugation has made it finite.

## 6. Vacuum density and energy in a field

By (3), $\mathcal C$ carries the ground state of $H[V,\mathbf A]$ to that of $H[-V,-\mathbf A]$. The two ground energies are equal, and the expectation value $n=\langle j^0\rangle$ changes sign:

$$n[-V,-\mathbf A]=-n[V,\mathbf A],\qquad E[-V,-\mathbf A]=E[V,\mathbf A]. \tag{4}$$

The charge density is $-n$, so it is odd as well. No expansion in the field was used.

To express this through levels, let $c_s$ annihilate an electron in level $s$. Then $H=\sum_s\varepsilon_s(c_s^\dagger c_s-\frac12)$. A filled negative level contributes $\varepsilon_s/2$ and an empty positive one $-\varepsilon_s/2$; both equal $-|\varepsilon_s|/2$. Relative to the free vacuum, whose levels are $\varepsilon_s^0$,

$$E=-\tfrac12\sum_s|\varepsilon_s|+\tfrac12\sum_s|\varepsilon_s^0|,\qquad
n=\tfrac12\Big(\sum_{\varepsilon_s<0}-\sum_{\varepsilon_s>0}\Big)|\varphi_s|^2. \tag{5}$$

Section 3 reverses every level and keeps its density, which gives (4) again.

### Reversing the electric potential alone

Let $\Gamma=\alpha_1\alpha_2\alpha_3\beta$. Each of the four matrices anticommutes with the three others in this product, hence with $\Gamma$. Reversing four anticommuting factors takes six exchanges, so $\Gamma^\dagger=\Gamma$ and $\Gamma^2=1$. Then

$$\Gamma h[V,\mathbf A]\Gamma=-c\boldsymbol\alpha\cdot\mathbf p-\beta c^2+V-\boldsymbol\alpha\cdot\mathbf A=-h[-V,\mathbf A].$$

Again levels change sign and orbital densities do not. At fixed static $\mathbf A$, therefore, $n$ is odd and $E$ even in $V$ alone. The orbital current changes sign because $\Gamma\boldsymbol\alpha\Gamma=-\boldsymbol\alpha$; the exchange of filled and empty levels supplies a second minus sign. The vacuum current is thus even in $V$ at fixed $\mathbf A$. These parities were tested in a three-dimensional box with random scalar and vector potentials.

### Orders in the potential

Set $\mathbf A=0$ and replace $V$ by $\lambda V$. For a normalized, nondegenerate ground state, the terms from the change of the state cancel in the energy derivative, leaving

$$\frac{dE}{d\lambda}=\int n_\lambda V\,d^3r .$$

While the gap stays open, the regulated quantities can be expanded about $\lambda=0$ for small $\lambda$. Oddness gives $n_\lambda=\lambda n_1+\lambda^3n_3+\cdots$, and integration gives

$$E=\frac{\lambda^2}{2}\int n_1V\,d^3r+\frac{\lambda^4}{4}\int n_3V\,d^3r+\cdots .$$

A density term of order $m$ comes from a loop with $m+1$ vertices: $m$ for the potential and one for the measured density. The missing even orders are the odd loops of Furry's theorem.

In three dimensions the linear response requires charge renormalization. The subtraction in the density is proportional to $\nabla^2V$, hence odd, and the corresponding energy subtraction is quadratic. Neither spoils the result.

## 7. A model with a finite response

Consider two-component electrons on a ring, with

$$h=c\sigma_xp+\sigma_zc^2+V(x).$$

The previous proof applies with $U=\sigma_x$, since $\sigma_xh[V]^*\sigma_x=-h[-V]$. This model is not an atom, but its induced density and energy need no charge renormalization.

### Linear response

Let $E_k=\sqrt{c^2k^2+c^4}$ and $k'=k+q$. A weak potential mixes filled states $|-,k\rangle$ with empty states $|+,k'\rangle$; mixing among filled states leaves their total density unchanged. By completeness, the positive-level density changes oppositely to the negative-level density, so the two halves in (5) add to the full change of the latter. First-order perturbation theory has the denominator $-(E_k+E_{k'})$. Its two complex-conjugate contributions are equal after a shift of $k$. For a long ring, $n_q=\chi(q)V_q$ with

$$\chi(q)=-2\int\frac{dk}{2\pi}\frac{|\langle+,k'|-,k\rangle|^2}{E_k+E_{k'}} .$$

The projectors $\frac12(1\pm h_k/E_k)$, with $h_k$ the free matrix, give

$$|\langle+,k'|-,k\rangle|^2=\frac12\left(1-\frac{P}{E_kE_{k'}}\right),\qquad P=c^2kk'+c^4 .$$

Partial fractions and $\int d\omega/[2\pi(\omega^2+a^2)]=1/(2a)$ yield

$$\int\frac{d\omega}{2\pi}\frac{\{1,\omega^2\}}{(\omega^2+a^2)(\omega^2+b^2)}
=\left\{\frac1{2ab(a+b)},\frac1{2(a+b)}\right\}.$$

With $a=E_k$, $b=E_{k'}$ this becomes

$$\chi=2\int\frac{dk}{2\pi}\int\frac{d\omega}{2\pi}
\frac{P-\omega^2}{(\omega^2+E_k^2)(\omega^2+E_{k'}^2)} .$$

Now use $1/(XY)=\int_0^1dx\,[(1-x)X+xY]^{-2}$. With $l=k+xq$, the bracket is $\omega^2+D$, where

$$D=c^2l^2+\Delta,\qquad \Delta=c^4+x(1-x)c^2q^2.$$

The integrals of $1/(\omega^2+D)^2$ and $\omega^2/(\omega^2+D)^2$ over $d\omega/2\pi$ are $1/(4D^{3/2})$ and $1/(4D^{1/2})$. The numerator thus becomes $P-D$. Inserting $k=l-xq$ and $k'=l+(1-x)q$,

$$P-D=(1-2x)c^2lq-2x(1-x)c^2q^2.$$

The first term is odd in $l$ and its integral converges, so it vanishes. With $\int dl\,(c^2l^2+\Delta)^{-3/2}=2/(c\Delta)$,

$$\chi(q)=-\frac{cq^2}{\pi}\int_0^1dx\,
\frac{x(1-x)}{c^4+x(1-x)c^2q^2}. \tag{6}$$

For $|q|\ll c$, $\chi\simeq-q^2/(6\pi c^3)$, hence $n\simeq V''/(6\pi c^3)$. Electrons gather at the bottom of a smooth well and are depleted on its flanks. For $|q|\gg c$, $\chi\to-1/(\pi c)$. Since $\chi(0)=0$, the linear response has no net charge. Diagonalization with a weak well tested (6).

### Reading the numbers

Take $V=\mp W\exp[-x^2/(2w^2)]$ with $W=400$ keV and $w=0.0040$ Å on a ring of length $L=0.120$ Å. The well has its lowest positive level at $287.6$ keV; the barrier has its highest negative level at $-287.6$ keV. The central densities are $+7.006$ and $-7.006$ Å$^{-1}$, or $\pm3.707$ per bohr.

For the well, the linear part is $6.940$ Å$^{-1}$ and higher odd orders add $0.066$ Å$^{-1}$, about 0.9% of the total. The long-wave formula can be checked using the rest energy $511.0$ keV and reduced Compton length $0.003862$ Å:

$$\frac{400}{511.0}\,\frac{0.003862}{6\pi(0.0040)^2}\ \text{Å}^{-1}\approx10.0\ \text{Å}^{-1}.$$

This exceeds the full linear value because $w$ is close to the Compton length. The $q^2$ term in the denominator of (6) then reduces the response. Half the integral of $|n|$ is $0.0377$: this many electrons are displaced, with no net charge.

The vacuum energy is $-5759$ eV ($-211.6$ hartree) for both signs. Its second-order part is $-5723$ eV, and higher even orders contribute $-36$ eV. For two weaker wells, one twice as deep as the other, the remainders after the leading terms scale with powers $3.01$ for density and $4.01$ for energy at 241 momenta. The excess of about $0.01$ comes mostly from the cutoff; as it is raised, the powers approach $3.00$ and $4.00$. A quadratic density term or cubic energy term would have given 2 or 3.

## 8. Where the parity can be lost

**Operator ordering.** Write $\Sigma_\pm$ for the sums of positive and negative levels. From $\operatorname{Tr}h=\Sigma_++\Sigma_-$ and $\sum|\varepsilon|=\Sigma_+-\Sigma_-$,

$$\Sigma_-=-\tfrac12\sum_s|\varepsilon_s|+\tfrac12\operatorname{Tr}h .$$

The Dirac matrices are traceless, so the bare sum differs from $E$ by $\frac12\operatorname{Tr}V$. This is odd in $V$. On the ring its magnitude is the mean potential times the number of momenta, here $2\times120+1=241$:

$$241\,\frac{(400\,000\ \text{eV})(0.0040)\sqrt{2\pi}}{0.120}
\approx8.05\times10^6\ \text{eV}.$$

This explains the values in section 1. With 321 momenta it is $1.07\times10^7$ eV, whereas $E$ changes by less than $0.01$ eV.

**Fermi level.** Conjugation maps a Fermi level $\mu$ to $-\mu$. If both systems are filled to $+400$ keV, the well gains one bound electron and the barrier gains none. The theorem concerns the vacuum response, not the density of an atom containing electrons.

**Level crossing.** With a 900 keV well, one level has crossed zero and lies at $-93.3$ keV. Filling to zero gives one extra electron; the conjugate barrier has electron number $-1$. One may instead retain the original number of filled levels. The crossed level of the well then stays empty and its image at $+93.3$ keV in the barrier stays filled. These are different vacua, but conjugation maps each choice to its counterpart, and (4) holds for each. At a crossing itself the ground state is degenerate, and the filling must be specified.

**Unequal spinor components.** The matrix $U$ exchanges upper and lower components. A basis that omits some lower components is not closed under it. In the three-dimensional box with a random scalar potential, omitting them at the eight corner momenta makes the energies for $V$ and $-V$ differ by 31 keV. The omission leaves sixteen positive levels without negative partners, so (5) assigns the vacuum a spurious electron number of $-8$. Nearly all of the 31 keV is the magnitude of this number times twice the mean potential; the spatial variation of the potential contributes very little. Here the approximation, not the vacuum, distinguishes the signs.

The remaining values are in the numerical output.

## Computed results

```
LOOPS: reversed trace / original trace (no unit)
  1 vertices: -1.000000
  2 vertices: +1.000000
  3 vertices: -1.000000
  4 vertices: +1.000000
  5 vertices: -1.000000
RING MODEL, INPUTS
  electron rest energy: 510999.0 eV
  reduced Compton length: 0.003862 angstrom
  ring length: 0.120 angstrom
  Gaussian width parameter: 0.0040 angstrom
  height of well and barrier: 400000 eV
  largest plane-wave index: 120; check: 160
RESULTS FOR WELL AND BARRIER
  well, lowest positive level: 287627.5 eV
  barrier, top negative level: -287627.5 eV
  well, n at centre: +7.00613 per angstrom
  barrier, n at centre: -7.00613 per angstrom
  well, n at centre, converted: +3.70749 per bohr
  well, linear part at centre: +6.93970 per angstrom
  well, higher odd orders at centre: +0.06644 per angstrom
  displaced electron number: 0.037743
  well, vacuum energy: -5758.95 eV
  barrier, vacuum energy: -5758.95 eV
  well, vacuum energy, converted: -211.6375 hartree
  second-order energy: -5723.19 eV
  higher even orders: -35.76 eV
  well, vacuum energy, larger cutoff: -5758.96 eV
  power of next density term: 3.010
  power of next energy term: 4.014
CONDITIONS
  bare level sum, well: -8060391 eV
  bare level sum, barrier: 8048873 eV
  odd part of bare sum: 8054632 eV
  the same, larger cutoff: 10728369 eV
  Fermi level moved to: 400000 eV
  extra electrons, well / barrier: 1 / 0
  deep well and high barrier: 900000 eV
  levels that crossed zero in deep well: 1
  highest crossed level: -93332.8 eV
  electron number, deep well: +1.000000
  electron number, high barrier: -1.000000
  3D box, unbalanced basis, energy difference: 30910.9 eV
```
